\section*{Hermann's theorem and the in-plane isotropy of hexagonal elasticity}

Let $\mathbf e_1,\mathbf e_2,\mathbf e_3$ be orthonormal vectors, with $\mathbf e_3$ along the axis of interest. The rotation $R(\varphi)$ about this axis acts as
\begin{align}
R(\varphi)\mathbf e_1&=\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2,\nonumber\\
R(\varphi)\mathbf e_2&=-\sin\varphi\,\mathbf e_1+\cos\varphi\,\mathbf e_2,\qquad
R(\varphi)\mathbf e_3=\mathbf e_3 .
\label{eq:rot}
\end{align}
A tensor of rank $r$ is a sum
\begin{equation}
T=\sum_{i_1,\dots,i_r=1}^{3}T_{i_1\dots i_r}\,
\mathbf e_{i_1}\otimes\cdots\otimes\mathbf e_{i_r},
\end{equation}
and a rotation acts on it by acting on every vector in each product. The tensor has an $n$-fold axis if $R(2\pi/n)$ leaves it unchanged. It is called transversely isotropic here if $R(\varphi)$ leaves it unchanged for every $\varphi$. This definition contains proper rotations alone and demands no mirror plane.

Hermann's theorem states that a tensor of rank $r$ with an $n$-fold axis is transversely isotropic whenever $n>r$. An $n$-fold axis supplies only $n$ rotations, but a tensor of rank below $n$ cannot resolve the difference between that set and the full circle.

The proof uses vectors that a rotation multiplies by a phase. Define
\begin{equation}
\mathbf e_\pm=\frac{\mathbf e_1\mp i\mathbf e_2}{\sqrt2},\qquad
\mathbf e_0=\mathbf e_3 .
\end{equation}
From (\ref{eq:rot}),
\begin{align}
R(\varphi)(\mathbf e_1\mp i\mathbf e_2)
&=(\cos\varphi\pm i\sin\varphi)\mathbf e_1
+(\sin\varphi\mp i\cos\varphi)\mathbf e_2\nonumber\\
&=(\cos\varphi\pm i\sin\varphi)(\mathbf e_1\mp i\mathbf e_2),
\end{align}
because $\mp i(\cos\varphi\pm i\sin\varphi)=\sin\varphi\mp i\cos\varphi$. Thus
\begin{equation}
R(\varphi)\mathbf e_s=e^{is\varphi}\mathbf e_s,\qquad s=+1,-1,0 .
\end{equation}
The old vectors are recovered from $\mathbf e_1=(\mathbf e_++\mathbf e_-)/\sqrt2$ and $\mathbf e_2=i(\mathbf e_+-\mathbf e_-)/\sqrt2$. The $3^r$ products of the new vectors therefore span the complex tensors of rank $r$. Their number equals the dimension of that space, so they form a basis, and the expansion
\begin{equation}
T=\sum_{s_1,\dots,s_r}t_{s_1\dots s_r}\,
\mathbf e_{s_1}\otimes\cdots\otimes\mathbf e_{s_r}
\end{equation}
is unique. A rotation multiplies each product by one phase from each factor:
\begin{equation}
t_{s_1\dots s_r}\longrightarrow e^{im\varphi}t_{s_1\dots s_r},
\qquad m=s_1+\cdots+s_r,\qquad |m|\le r .
\label{eq:charge}
\end{equation}

Suppose that $R(2\pi/n)$ leaves $T$ unchanged. Since the expansion is unique, each coefficient must equal its rotated value,
\begin{equation}
\left(e^{2\pi i m/n}-1\right)t_{s_1\dots s_r}=0 .
\end{equation}
A nonzero coefficient therefore requires $m$ to be a multiple of $n$. If $n>r$, the only such multiple in the range $-r\le m\le r$ is zero. Every surviving term has $m=0$, and by (\ref{eq:charge}) it is unchanged for every angle. This proves the theorem.

The bound cannot be lowered for a general tensor. If $1\le n\le r$, take
\begin{equation}
Q=\mathbf e_+^{\otimes n}\otimes\mathbf e_3^{\otimes(r-n)},\qquad
T=Q+Q^* .
\end{equation}
This real tensor becomes $e^{in\varphi}Q+e^{-in\varphi}Q^*$ under rotation. It is unchanged at $\varphi=2\pi/n$ but not at a general angle. Index symmetries can remove such a term. An antisymmetric tensor of rank two, for example, cannot contain $\mathbf e_+\otimes\mathbf e_+$ or $\mathbf e_-\otimes\mathbf e_-$, so a twofold axis already makes it transversely isotropic. The condition $n>r$ is sufficient for every tensor, and necessary when no index symmetry is imposed.

The word ``proper'' also matters. The rotoinversion axis $\bar 6$ is generated by $-R(\pi/3)$. Acting on a polar tensor of rank $r$, it gives the phase $(-1)^r e^{im\pi/3}$. For even $r$ the sign is $+1$, and the theorem applies as before. For $r=3$ invariance requires $e^{im\pi/3}=-1$, hence $m=\pm3$. The surviving tensors are then not transversely isotropic, although six exceeds three. A rotation by $\varphi$ changes such a tensor, relative to its own norm, by $|e^{3i\varphi}-1|=2|\sin(3\varphi/2)|$, which is $1.054$ at $\varphi=0.37$ rad.

Elastic stiffness has even rank, so the axes $6$ and $\bar 6$ both serve. The rotoreflection $S_6=\bar 3$ does not: it also has order six, but it is generated by $-R(2\pi/3)$ and acts on a tensor of even rank as a threefold axis. Consider a homogeneous, initially unstressed solid under small strain $\varepsilon_{ij}=\varepsilon_{ji}$. Its stress and its energy per volume are
\begin{equation}
\sigma_{ij}=C_{ijkl}\varepsilon_{kl},\qquad
W=\tfrac12 C_{ijkl}\varepsilon_{ij}\varepsilon_{kl},
\end{equation}
with repeated indices summed. Symmetry of stress and strain gives $C_{ijkl}=C_{jikl}=C_{ijlk}$, and the existence of $W$ gives the major symmetry $C_{ijkl}=C_{klij}$. In Voigt notation the index pairs $11,22,33,23,13,12$ are numbered $1$ to $6$, and the shear strains are $\gamma_{ij}=2\varepsilon_{ij}$ for $i\ne j$. With $\eta=(\varepsilon_{11},\varepsilon_{22},\varepsilon_{33},\gamma_{23},\gamma_{13},\gamma_{12})$,
\begin{equation}
W=\tfrac12\sum_{I,J=1}^{6}C_{IJ}\eta_I\eta_J .
\label{eq:voigt}
\end{equation}
Thus a diagonal constant enters as $\frac12C_{II}\eta_I^2$, and an off-diagonal one as $C_{IJ}\eta_I\eta_J$, since it occurs twice in the sum.

Since $6>4$, a sixfold axis makes $C$ transversely isotropic. The energy must then be the same for $\varepsilon$ and for $R\varepsilon R^{\mathsf T}$ at every angle. To use this, sort the strain by phase. The components of a vector $\mathbf v$ obey $v_1+iv_2\to e^{i\varphi}(v_1+iv_2)$, because $v_1'=v_1\cos\varphi-v_2\sin\varphi$ and $v_2'=v_1\sin\varphi+v_2\cos\varphi$. Strain components transform like products $v_iw_j$, and
\begin{align}
(v_1+iv_2)(w_1+iw_2)&=v_1w_1-v_2w_2+i(v_1w_2+v_2w_1),\nonumber\\
(v_1+iv_2)(w_1-iw_2)&=v_1w_1+v_2w_2+i(v_2w_1-v_1w_2).
\end{align}
Replacing $v_iw_j$ by the symmetric $\varepsilon_{ij}$ gives the combinations
\begin{align}
s&=\varepsilon_{11}+\varepsilon_{22}\to s,&
\varepsilon_{33}&\to\varepsilon_{33},\nonumber\\
p&=\varepsilon_{13}+i\varepsilon_{23}\to e^{i\varphi}p,&
q&=\varepsilon_{11}-\varepsilon_{22}+2i\varepsilon_{12}\to e^{2i\varphi}q .
\label{eq:strain}
\end{align}

The 21 quadratic products of $s,\varepsilon_{33},p,p^*,q,q^*$ are linearly independent. Those with zero phase are
\begin{equation}
s^2,\quad s\varepsilon_{33},\quad \varepsilon_{33}^2,\quad |p|^2,\quad |q|^2 .
\end{equation}
The others, apart from complex conjugates, are
\begin{align}
m=1:&\quad sp,\ \varepsilon_{33}p,\ qp^*;&
m=2:&\quad sq,\ \varepsilon_{33}q,\ p^2;\nonumber\\
m=3:&\quad pq;& m=4:&\quad q^2 .
\label{eq:others}
\end{align}
The most general transversely isotropic energy therefore has five real constants $a,b,c,d,g$:
\begin{align}
W={}&\tfrac12a(\varepsilon_{11}+\varepsilon_{22})^2
+b(\varepsilon_{11}+\varepsilon_{22})\varepsilon_{33}
+\tfrac12c\,\varepsilon_{33}^2\nonumber\\
&+2d(\varepsilon_{13}^2+\varepsilon_{23}^2)
+\tfrac12g\left[(\varepsilon_{11}-\varepsilon_{22})^2
+4\varepsilon_{12}^2\right].
\end{align}
Expanding the squares and using $4\varepsilon_{ij}^2=\gamma_{ij}^2$ for the shears gives
\begin{align}
W={}&\tfrac12(a+g)(\varepsilon_{11}^2+\varepsilon_{22}^2)
+(a-g)\varepsilon_{11}\varepsilon_{22}
+b(\varepsilon_{11}+\varepsilon_{22})\varepsilon_{33}\nonumber\\
&+\tfrac12c\,\varepsilon_{33}^2
+\tfrac12d(\gamma_{13}^2+\gamma_{23}^2)+\tfrac12g\gamma_{12}^2 .
\end{align}
Comparison with (\ref{eq:voigt}), term by term, yields
\begin{align}
C_{11}&=C_{22}=a+g,& C_{12}&=a-g,& C_{66}&=g,\nonumber\\
C_{13}&=C_{23}=b,& C_{33}&=c,& C_{44}&=C_{55}=d,
\end{align}
with all other independent entries zero. Subtracting $C_{12}$ from $C_{11}$ eliminates $a$ and leaves $2g$, so
\begin{equation}
\boxed{\,C_{66}=\frac{C_{11}-C_{12}}2\,}.
\label{eq:main}
\end{equation}

The physical content is a comparison of two shears. A stretch $\varepsilon_{11}=e$ with a compression $\varepsilon_{22}=-e$ costs $(C_{11}-C_{12})e^2$. A shear $\varepsilon_{12}=e$ has $\gamma_{12}=2e$ and costs $2C_{66}e^2$. The first strain has $q=2e$ and the second $q=2ie$, so by (\ref{eq:strain}) a rotation by $45^\circ$ turns one into the other. This rotation does not belong to a sixfold axis. The theorem nevertheless makes it a symmetry of $C$, so the two energies are equal, and equating them gives (\ref{eq:main}) again. For the two energies to be equal it is enough that the energy contains no $q^2$ term, since $q^2$ has opposite signs for the two strains while $|q|^2$ is the same. In general that equality reads $C_{66}=(C_{11}+C_{22}-2C_{12})/4$, and it becomes (\ref{eq:main}) when $C_{11}=C_{22}$.

A vertical mirror adds nothing to this result. The reflection $x_2\to-x_2$ replaces $p$ and $q$ by their conjugates and leaves all five invariants unchanged. This depends on the major symmetry. A general linear relation between two different symmetric tensors $\varepsilon$ and $\tau$ corresponds to a bilinear form. It has four products of the $m=0$ parts, and both the real and imaginary parts of $p(\varepsilon)p^*(\tau)$ and $q(\varepsilon)q^*(\tau)$ are allowed. That makes eight constants. A vertical mirror reverses the two imaginary parts and leaves six.

The list (\ref{eq:others}) also shows what smaller axes permit. A fourfold axis allows $q^2$ and its conjugate, so it has seven elastic constants in a general choice of in-plane axes. Choose the axes so that the coefficient of $q^2$ is real. The part of the energy containing $q$ is then
\begin{equation}
\tfrac12g|q|^2+\tfrac12h\,\mathrm{Re}\,q^2
=\tfrac12(g+h)(\varepsilon_{11}-\varepsilon_{22})^2
+\tfrac12(g-h)\gamma_{12}^2 ,
\label{eq:four}
\end{equation}
where $h$ is a real constant. Now $(C_{11}-C_{12})/2=g+h$ while $C_{66}=g-h$. Their mismatch,
\begin{equation}
\Delta=C_{66}-\frac{C_{11}-C_{12}}2=-2h,
\end{equation}
measures the fourfold anisotropy. To see it in a measurable constant, apply the unit uniaxial strain $\varepsilon_{ij}=n_in_j$ along $\mathbf n=(\cos\varphi,\sin\varphi,0)$. The longitudinal stiffness $C'_{11}(\varphi)$ in that direction is $2W$:
\begin{align}
C'_{11}(\varphi)
&=C_{11}(\cos^4\varphi+\sin^4\varphi)
+(2C_{12}+4C_{66})\cos^2\varphi\sin^2\varphi\nonumber\\
&=C_{11}+(4C_{66}+2C_{12}-2C_{11})\cos^2\varphi\sin^2\varphi\nonumber\\
&=C_{11}+\Delta\sin^2 2\varphi .
\label{eq:angular}
\end{align}
The second line uses $\cos^4\varphi+\sin^4\varphi=1-2\cos^2\varphi\sin^2\varphi$, and the third uses $4\cos^2\varphi\sin^2\varphi=\sin^22\varphi$. Since $\sin^22\varphi=(1-\cos4\varphi)/2$, the variation has the period of a fourfold axis, and $|\Delta|$ is the difference between its largest and smallest values.

A threefold axis forbids $q^2$, because four is not a multiple of three, but it allows $pq$. It therefore preserves (\ref{eq:main}) without giving transverse isotropy. For a real constant $\lambda$, one allowed energy is
\begin{equation}
\lambda\,\mathrm{Im}(pq)
=\tfrac12\lambda\left[(\varepsilon_{11}-\varepsilon_{22})\gamma_{23}
+\gamma_{12}\gamma_{13}\right],
\end{equation}
which means $C_{14}=-C_{24}=C_{56}=\lambda/2$. Equation (\ref{eq:main}) is thus a consequence of transverse isotropy, not a sufficient condition for it.

For a numerical illustration, take the round model values $C_{11}=120$, $C_{12}=40$, $C_{13}=30$, $C_{33}=150$ and $C_{44}=35$ GPa, with density $\rho=5000$ kg/m$^3$. They describe no particular material. With a sixfold axis, $C_{66}=(120-40)/2=40$ GPa.

Young's modulus $E$ follows from a stress $\sigma$ along $x_1$ with the other stresses zero. The normal strains satisfy
\begin{align}
C_{11}\varepsilon_{11}+C_{12}\varepsilon_{22}+C_{13}\varepsilon_{33}&=\sigma,\nonumber\\
C_{12}\varepsilon_{11}+C_{11}\varepsilon_{22}+C_{13}\varepsilon_{33}&=0,\nonumber\\
C_{13}(\varepsilon_{11}+\varepsilon_{22})+C_{33}\varepsilon_{33}&=0 .
\end{align}
The difference of the first two equations gives $\varepsilon_{11}-\varepsilon_{22}=\sigma/(C_{11}-C_{12})$. Their sum, with $\varepsilon_{33}$ eliminated by the third, gives $\varepsilon_{11}+\varepsilon_{22}=\sigma C_{33}/[C_{33}(C_{11}+C_{12})-2C_{13}^2]$. Half the sum of these two results is $\varepsilon_{11}=\sigma/E$, so
\begin{align}
\frac1E&=\frac12\left[\frac1{C_{11}-C_{12}}
+\frac{C_{33}}{C_{33}(C_{11}+C_{12})-2C_{13}^2}\right]\nonumber\\
&=\frac12\left[\frac1{80}+\frac{150}{22200}\right]\ \mathrm{GPa}^{-1},
\qquad E=103.86\ \mathrm{GPa}.
\label{eq:young}
\end{align}
By transverse isotropy this value holds for every direction in the plane.

For a plane wave with unit propagation vector $\mathbf n$, polarization $\mathbf A$ and speed $v$, the equation of motion $\rho\ddot u_i=\partial_j\sigma_{ij}$ becomes
\begin{equation}
\rho v^2A_i=\Gamma_{ik}A_k,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\end{equation}
In the hexagonal case $x_1$ may be turned along any in-plane $\mathbf n$ without changing $C$. Then $\Gamma$ is diagonal with entries $C_{11},C_{66},C_{44}$. The speeds $\sqrt{C_{11}/\rho}$, $\sqrt{C_{66}/\rho}$ and $\sqrt{C_{44}/\rho}$ are $4899$, $2828$ and $2646$ m/s in every in-plane direction. This treatment is purely elastic and leaves out piezoelectric coupling. A crystal with a $\bar 6$ axis may have a piezoelectric tensor of rank three with $m=\pm3$, which is not transversely isotropic. The electric field that accompanies the wave then makes the speeds of the two waves polarized in the plane depend on direction, although $C$ itself remains transversely isotropic.

Now change only $C_{66}$, to $60$ GPa, which leaves a tetragonal stiffness with $\Delta=20$ GPa. Numerical inversion of the rotated stiffness matrix gives $E$, and numerical diagonalization of $\Gamma$ gives the speeds. Let $v_2$ and $v_3$ be the middle and highest speeds:
\begin{equation}
\begin{array}{ccccc}
\varphi & C'_{11}\,(\mathrm{GPa}) & E\,(\mathrm{GPa}) & v_2\,(\mathrm{m/s}) & v_3\,(\mathrm{m/s})\\
0^\circ&120&103.86&3464&4899\\
15^\circ&125&109.80&3285&5021\\
30^\circ&135&123.98&2972&5212\\
45^\circ&140&132.54&2828&5292
\end{array}
\end{equation}
The lowest speed stays at $2646$ m/s. It belongs to polarization along $x_3$, for which $\Gamma_{33}=C_{55}\cos^2\varphi+C_{44}\sin^2\varphi=C_{44}$. The last row can be understood from (\ref{eq:four}). A rotation by $45^\circ$ changes the sign of $q^2$ and exchanges $(C_{11}-C_{12})/2$ with $C_{66}$. In the turned axes $C'_{11}-C'_{12}=120$ GPa and $C'_{66}=40$ GPa, while $C'_{11}+C'_{12}$ remains $160$ GPa. Replacing $80$ by $120$ in (\ref{eq:young}) gives the listed $E$, and $\sqrt{C'_{66}/\rho}$ gives the listed $v_2$.

A planar net of springs shows the same selection rule at the atomic scale. Let unstressed springs of constants $k_1=20$ and $k_2=5$ N/m join first and second neighbours, with lattice spacing $a_0$ and area $A$ per site. A spring of length $L$ along the unit vector $\mathbf n$ stretches by $L\,n_in_j\varepsilon_{ij}$ to first order. There is one site per cell, and opposite springs exert cancelling forces on it, so a uniform strain needs no internal relaxation. Summing $\frac12k(\text{stretch})^2$ over the springs at one site, and halving because each spring has two ends, gives
\begin{equation}
C_{ijkl}=\frac1{2A}\sum_{\text{springs}}kL^2n_in_jn_kn_l .
\end{equation}
These two-dimensional constants have the unit N/m. For the triangular net $A=\sqrt3a_0^2/2$, and the six first and six second neighbours have $L^2=a_0^2$ and $3a_0^2$. For a spring at angle $\theta$,
\begin{equation}
\cos^4\theta=\frac{3+4\cos2\theta+\cos4\theta}8,\qquad
\cos^2\theta\sin^2\theta=\frac{1-\cos4\theta}8 .
\end{equation}
The cosines on the right sum to zero over six equally spaced directions, which leaves $9/4$ and $3/4$. Therefore
\begin{align}
C_{11}&=\frac{3\sqrt3}4(k_1+3k_2)=45.47\ \mathrm{N/m},\nonumber\\
C_{12}=C_{66}&=\frac{\sqrt3}4(k_1+3k_2)=15.16\ \mathrm{N/m},
\end{align}
and $(C_{11}-C_{12})/2$ is also $15.16$ N/m.

In the square net $A=a_0^2$. The four first neighbours lie along the axes, and the four second neighbours, with $L^2=2a_0^2$, lie along the diagonals. The same sums give $C_{11}=k_1+k_2=25$ N/m and $C_{12}=C_{66}=k_2=5$ N/m, whereas $(C_{11}-C_{12})/2=10$ N/m. The sum of $\cos4\theta$ over four directions does not vanish, and this is the $m=4$ term that a fourfold axis permits. Here $\Delta=k_2-k_1/2$, so the choice $k_1=2k_2$ would make the square net elastically isotropic by a balance of spring constants, not by symmetry. The equality $C_{12}=C_{66}$ in both nets has another origin: for unstressed central springs in a net that needs no internal relaxation, the sum above makes $C_{ijkl}$ symmetric in all four indices, so $C_{1122}=C_{1212}$. Central forces alone do not ensure this. In a honeycomb net with the same $k_1$ and $k_2$ the two sublattices shift under strain, and the relaxed constants are $C_{12}=10.10$ and $C_{66}=4.33$ N/m, while (\ref{eq:main}) still holds. The sixfold axis supplies the separate relation (\ref{eq:main}), and the two together give $C_{11}=3C_{12}$ in the triangular net.
